# How a Trilinear Polarization Coupling Selects the Diagonal Phase: a numerical check

```python
# Result under test: in the energy density
#   f = a/2 (q1^2+q2^2) + b/4 (q1^2+q2^2)^2 + c/2 q1^2 q2^2
#       + kappa/2 P^2 - g P q1 q2 - E P
# elimination of the polarization P replaces c by c_eff = c - g^2/kappa.
# For a < 0, E = 0: c_eff > 0 gives the nonpolar state S (one component),
# -2b < c_eff < 0 gives the polar state D (|q1| = |q2|).
# q1, q2: dimensionless order parameter; g: coupling; E: electric field.
# Units: energy density MJ/m^3, field MV/cm, P in uC/cm^2.
# They are consistent: 1 MV/cm * 1 uC/cm^2 = 1 MJ/m^3.
import numpy as np
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.constants import epsilon_0, k as k_boltzmann

inv_eps0 = 1e-10 / epsilon_0       # 1/epsilon_0 in (MV/cm)/(uC/cm^2)


def energy(x, a, b, c, g, kappa, E=0.0, d=0.0, sixth=0.0):
    q1, q2, P = x
    r = q1*q1 + q2*q2
    return (a/2*r + b/4*r*r + c/2*q1*q1*q2*q2 + kappa/2*P*P
            - g*P*q1*q2 - E*P + d*q1*q2*(q1*q1 - q2*q2) + sixth/6*r**3)


def relax(fun, starts):
    """Lowest minimum found by a derivative-free search with restarts."""
    best = None
    for x in starts:
        for _ in range(3):
            res = minimize(fun, x, method="Nelder-Mead",
                           options=dict(xatol=1e-7, fatol=1e-14,
                                        maxiter=3000, maxfev=6000))
            x = res.x
        if best is None or res.fun < best.fun:
            best = res
    return best


starts3 = [(0.9, 0.1, 0.05), (0.6, 0.8, 0.02),
           (-0.7, 0.5, 0.1), (0.1, -0.9, 0.03)]


def ground(*args, **kw):
    return relax(lambda x: energy(x, *args, **kw), starts3)


def hessian(fun, x, step=1e-3):
    x = np.array(x, float)
    n = len(x)
    unit = np.eye(n)*step
    H = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            H[i, j] = (fun(x+unit[i]+unit[j]) - fun(x+unit[i]-unit[j])
                       - fun(x-unit[i]+unit[j])
                       + fun(x-unit[i]-unit[j]))/(4*step**2)
    return H


# ---------- example parameters (round values) ----------
a0, T0, T = 0.002, 430.0, 300.0    # MJ/m^3/K, K, K
b, c, g = 0.30, 0.12, 0.50         # MJ/m^3, MJ/m^3, MV/cm
chi = 9.0                          # susceptibility at fixed q1, q2
kappa = inv_eps0/chi
a = a0*(T - T0)
c_eff = c - g*g/kappa
Q2_S, Q2_D = -a/b, -2*a/(2*b + c_eff)
f_S = -a*a/(4*b)
f_D = -a*a/(2*(2*b + c_eff))
f_D_bare = -a*a/(2*(2*b + c))
P_D = g*Q2_D/(2*kappa)

# ---------- elimination of P at random q1, q2, E ----------
rng = np.random.default_rng(4)
for q1, q2, E in rng.uniform(-1, 1, (12, 3)):
    res = minimize_scalar(lambda P: energy((q1, q2, P), a, b, c, g, kappa, E))
    r = q1*q1 + q2*q2
    reduced = (a/2*r + b/4*r*r + c_eff/2*(q1*q2)**2
               - g*E*q1*q2/kappa - E*E/(2*kappa))
    assert abs(res.fun - reduced) < 1e-10
    assert abs(res.x - (g*q1*q2 + E)/kappa) < 1e-6

# ---------- ground state of the full energy, several cases ----------
cases = [(a, b, c, 0.0, kappa), (a, b, c, 0.3, kappa), (a, b, c, g, kappa),
         (a, b, -0.1, 0.0, kappa), (-0.4, 0.5, 0.3, 0.9, 2.0),
         (-0.4, 0.5, 0.3, 0.6, 2.0), (a0*(360 - T0), b, c, g, kappa)]
for A, B, C, G, K in cases:
    res = ground(A, B, C, G, K)
    ce = C - G*G/K
    if ce > 0:
        f_pred, P_pred, r_pred, prod_pred = -A*A/(4*B), 0.0, -A/B, 0.0
    else:
        r_pred = -2*A/(2*B + ce)
        f_pred, P_pred = -A*A/(2*(2*B + ce)), G*r_pred/(2*K)
        prod_pred = r_pred/2
    assert abs(res.fun - f_pred) < 1e-8
    assert abs(abs(res.x[2]) - P_pred) < 1e-5
    assert abs(res.x[0]**2 + res.x[1]**2 - r_pred) < 1e-5
    assert abs(abs(res.x[0]*res.x[1]) - prod_pred) < 1e-5
assert abs((f_D - f_S) - a*a*c_eff/(4*b*(2*b + c_eff))) < 1e-12


# ---------- curvatures after numerical elimination of P ----------
def eliminated(q):
    return minimize_scalar(
        lambda P: energy((q[0], q[1], P), a, b, c, g, kappa)).fun


curv_S = np.linalg.eigvalsh(hessian(eliminated, (np.sqrt(Q2_S), 0)))
curv_D = np.linalg.eigvalsh(hessian(eliminated, [np.sqrt(Q2_D/2)]*2))
assert np.allclose(curv_S, sorted([-2*a, -a*c_eff/b]), atol=2e-5)
assert np.allclose(curv_D, sorted([-2*a, -c_eff*Q2_D]), atol=2e-5)


# ---------- thresholds of the coupling ----------
def softest_S(G):
    H = hessian(lambda x: energy(x, a, b, c, G, kappa), (np.sqrt(Q2_S), 0, 0))
    return np.linalg.eigvalsh(H)[0]


g_low = np.sqrt(kappa*c)
g_high = np.sqrt(kappa*(c + 2*b))
g_low_numeric = brentq(softest_S, 0.1, 0.8)
assert abs(g_low_numeric - g_low) < 1e-4


def lowest_far_energy(G, radius=100.0):
    values = []
    for phi in np.linspace(0, np.pi/2, 41):
        q = radius*np.cos(phi), radius*np.sin(phi)
        values.append(minimize_scalar(
            lambda P: energy((q[0], q[1], P), a, b, c, G, kappa)).fun)
    return min(values)


assert lowest_far_energy(0.99*g_high) > 0 > lowest_far_energy(1.01*g_high)

# ---------- dielectric response of state D ----------
dE = 0.02
P_plus, P_minus = [relax(lambda x: energy(x, a, b, c, g, kappa, E),
                         [(0.7, 0.7, 0.2)]).x[2] for E in (dE, -dE)]
slope = 1/kappa + g*g/(kappa**2*(2*b + c_eff))
assert abs((P_plus - P_minus)/(2*dE) - slope) < 1e-4

# ---------- incomplete screening: kappa grows by s/epsilon_0 ----------
s_crit = (g*g/c - kappa)/inv_eps0
for s, polar in ((0.9*s_crit, True), (1.1*s_crit, False), (1.0, False)):
    P_s = abs(ground(a, b, c, g, kappa + s*inv_eps0).x[2])
    assert (P_s > 0.01) if polar else (P_s < 1e-4)
c_open = c - g*g/(kappa + inv_eps0)
gap = 0.1                                   # nm, vacuum-equivalent
d_crit = gap*(1 - s_crit)/s_crit

# ---------- shear strain u (in units of 0.001) ----------
stiff_GPa, u_s, k_piezo = 25.0, 1.5, 0.1
C_u = stiff_GPa*1e3*1e-6                    # MJ/m^3 per (0.001)^2
clamped = {}
for kp in (0.0, k_piezo, -k_piezo):
    kappa_cl = kappa/(1 - kp*kp)
    m = kp*np.sqrt(C_u*kappa_cl)
    h = (C_u*u_s - m*P_D)/(Q2_D/2)
    g_cl, c_cl = g - m*h/C_u, c + h*h/C_u

    def with_strain(y):
        return (energy(y[:3], a, b, c_cl, g_cl, kappa_cl) + C_u/2*y[3]**2
                - h*y[3]*y[0]*y[1] - m*y[2]*y[3])

    free = relax(with_strain, [(0.6, 0.8, 0.1, 1.0), (0.9, 0.1, 0.05, 0.2)])
    assert abs(free.fun - f_D) < 1e-7
    assert abs(abs(free.x[2]) - P_D) < 1e-3
    assert abs(abs(free.x[3]) - u_s) < 1e-2
    clamped[kp] = c_cl - g_cl**2/kappa_cl
    P_cl = abs(ground(a, b, c_cl, g_cl, kappa_cl).x[2])
    assert (P_cl > 1e-3) == (clamped[kp] < 0)
    if kp == 0.0:
        strain_part, c_cl_0 = h*h/C_u, c_cl

# ---------- extra quartic invariant and sixth-order term ----------
d_extra = 0.01
tilt = np.degrees(np.arctan(4*d_extra/abs(c_eff)))/4
res = ground(a, b, c, g, kappa, d=d_extra)
angle = np.degrees(np.arctan2(res.x[1], res.x[0])) % 90
assert abs(angle - (45 + tilt)) < 0.01
P_tilt = abs(res.x[2])
sixth = 0.03
B_D = b + c_eff/2
Q2_6 = (-B_D + np.sqrt(B_D**2 - 4*a*sixth))/(2*sixth)
P_6 = g*Q2_6/(2*kappa)
assert abs(abs(ground(a, b, c, g, kappa, sixth=sixth).x[2]) - P_6) < 1e-5

barrier = f_S - f_D
volume = k_boltzmann*T/(barrier*1e6)*1e27   # nm^3


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Slope a0", a0*1e3, "kJ/m^3/K", 1)
show("Temperature T0", T0, "K", 0)
show("Temperature of use T", T, "K", 0)
show("a at T", a, "MJ/m^3", 3)
show("b", b, "MJ/m^3", 2)
show("Bare anisotropy c", c, "MJ/m^3", 2)
show("Coupling g", g, "MV/cm", 2)
show("Susceptibility at fixed q", chi, "(dimensionless)", 0)
show("Stiffness kappa", kappa, "(MV/cm)/(uC/cm^2)")
show("g^2/kappa", g*g/kappa, "MJ/m^3")
show("Renormalized anisotropy c_eff", c_eff, "MJ/m^3")
show("2b + c_eff", 2*b + c_eff, "MJ/m^3")
show("Lower threshold of g, formula", g_low, "MV/cm")
show("Lower threshold of g, from full Hessian", g_low_numeric, "MV/cm")
show("Upper threshold of g", g_high, "MV/cm")
show("Q^2 in S", Q2_S, "(dimensionless)")
show("Q^2 in D", Q2_D, "(dimensionless)")
show("Energy of S", f_S*1e3, "kJ/m^3", 2)
show("Energy of D without coupling", f_D_bare*1e3, "kJ/m^3", 2)
show("Energy of D with coupling", f_D*1e3, "kJ/m^3", 2)
show("Energy of S above D", barrier*1e3, "kJ/m^3", 2)
show("Polarization of D at T", P_D, "uC/cm^2")
show("Polarization of D at T", P_D*1e-2*1e3, "mC/m^2", 3)
show("Polarization of D at 360 K", P_D*(T0-360)/(T0-T), "uC/cm^2")
show("Internal field g q1 q2 in D", g*Q2_D/2, "MV/cm")
show("Soft curvature of S", curv_S[0], "MJ/m^3")
show("Soft curvature of D", curv_D[0], "MJ/m^3")
show("Relative permittivity at fixed q", 1 + chi, "(dimensionless)", 1)
show("Relative permittivity of D", 1 + slope*inv_eps0, "(dimensionless)", 2)
show("Critical unscreened fraction s", s_crit, "(dimensionless)")
show("Assumed vacuum-equivalent gap", gap, "nm", 1)
show("Critical film thickness for this gap", d_crit, "nm", 2)
show("c_eff in open circuit", c_open, "MJ/m^3")
show("Assumed shear stiffness", stiff_GPa, "GPa", 0)
show("Assumed spontaneous shear strain", u_s*1e-3, "(dimensionless)")
show("Strain part h^2/C of anisotropy", strain_part, "MJ/m^3")
show("Clamped bare anisotropy", c_cl_0, "MJ/m^3")
show("Clamped c_eff, no piezo coupling", clamped[0.0], "MJ/m^3")
show("Trial piezo coupling factor", k_piezo, "(dimensionless)", 1)
show("Clamped c_eff, positive piezo", clamped[k_piezo], "MJ/m^3")
show("Clamped c_eff, negative piezo", clamped[-k_piezo], "MJ/m^3")
show("Trial extra quartic coefficient d", d_extra, "MJ/m^3", 2)
show("Turn away from the diagonal", tilt, "degrees", 2)
show("Polarization with this term", P_tilt, "uC/cm^2")
show("Trial sixth-order coefficient", sixth, "MJ/m^3", 2)
show("Polarization with sixth-order term", P_6, "uC/cm^2")
show("Volume with rotation barrier kT", volume, "nm^3", 0)
show("Edge of that volume as a cube", volume**(1/3), "nm", 1)
print("checks complete")
```

Output:

```
Slope a0: 2.0 kJ/m^3/K
Temperature T0: 430 K
Temperature of use T: 300 K
a at T: -0.260 MJ/m^3
b: 0.30 MJ/m^3
Bare anisotropy c: 0.12 MJ/m^3
Coupling g: 0.50 MV/cm
Susceptibility at fixed q: 9 (dimensionless)
Stiffness kappa: 1.2549 (MV/cm)/(uC/cm^2)
g^2/kappa: 0.1992 MJ/m^3
Renormalized anisotropy c_eff: -0.0792 MJ/m^3
2b + c_eff: 0.5208 MJ/m^3
Lower threshold of g, formula: 0.3881 MV/cm
Lower threshold of g, from full Hessian: 0.3881 MV/cm
Upper threshold of g: 0.9505 MV/cm
Q^2 in S: 0.8667 (dimensionless)
Q^2 in D: 0.9985 (dimensionless)
Energy of S: -56.33 kJ/m^3
Energy of D without coupling: -46.94 kJ/m^3
Energy of D with coupling: -64.90 kJ/m^3
Energy of S above D: 8.57 kJ/m^3
Polarization of D at T: 0.1989 uC/cm^2
Polarization of D at T: 1.989 mC/m^2
Polarization of D at 360 K: 0.1071 uC/cm^2
Internal field g q1 q2 in D: 0.2496 MV/cm
Soft curvature of S: -0.0687 MJ/m^3
Soft curvature of D: 0.0791 MJ/m^3
Relative permittivity at fixed q: 10.0 (dimensionless)
Relative permittivity of D: 13.44 (dimensionless)
Critical unscreened fraction s: 0.0734 (dimensionless)
Assumed vacuum-equivalent gap: 0.1 nm
Critical film thickness for this gap: 1.26 nm
c_eff in open circuit: 0.1001 MJ/m^3
Assumed shear stiffness: 25 GPa
Assumed spontaneous shear strain: 0.0015 (dimensionless)
Strain part h^2/C of anisotropy: 0.2257 MJ/m^3
Clamped bare anisotropy: 0.3457 MJ/m^3
Clamped c_eff, no piezo coupling: 0.1465 MJ/m^3
Trial piezo coupling factor: 0.1 (dimensionless)
Clamped c_eff, positive piezo: 0.1442 MJ/m^3
Clamped c_eff, negative piezo: 0.1442 MJ/m^3
Trial extra quartic coefficient d: 0.01 MJ/m^3
Turn away from the diagonal: 6.70 degrees
Polarization with this term: 0.1953 uC/cm^2
Trial sixth-order coefficient: 0.03 MJ/m^3
Polarization with sixth-order term: 0.1802 uC/cm^2
Volume with rotation barrier kT: 483 nm^3
Edge of that volume as a cube: 7.8 nm
checks complete
```
